# Two-band k·p electron mass and its dependence on the direct gap

Suppose that the curvature of a conduction band at its edge is governed by one nearby valence band. The quantities available are the free-electron mass $m_0$, the direct gap $E_g$, the momentum matrix element $p$ between the two edge states, and $\hbar$. The first three have dimensions built from mass and velocity alone, while $\hbar$ contains a further length, so $\hbar$ cannot enter a dimensionless mass ratio. The phases of the two edge states are arbitrary, so $p$ can appear only through $|p|^2$. Hence

$$\frac{m_0}{m^*}=f\!\left(\frac{|p|^2}{m_0E_g}\right),\qquad f(0)=1,$$

where $m^*$ is the conduction mass and $f(0)=1$ expresses free motion without coupling. The function $f$ must also be linear. The coupling between the bands is proportional to the product of the wavevector $k$ and $p$, so the term of order $k^2$ in the energy, which defines the mass, carries two powers of $p$ and no more. Therefore $m_0/m^*=1+c\,|p|^2/(m_0E_g)$, and the number $c$, including its sign, remains to be found.

Consider one electron in a periodic local potential $V(\mathbf r)$, without spin-orbit coupling. Let the band edges lie at $\mathbf k=0$ and write the Bloch function as $\psi=e^{i\mathbf k\cdot\mathbf r}u$, with $u$ periodic. The momentum operator $\hat{\mathbf p}=-i\hbar\nabla$ acts on the exponential as well as on $u$:

$$\hat{\mathbf p}\,e^{i\mathbf k\cdot\mathbf r}u=e^{i\mathbf k\cdot\mathbf r}(\hat{\mathbf p}+\hbar\mathbf k)u .$$

Applying this twice gives $(\hat{\mathbf p}+\hbar\mathbf k)^2=\hat{\mathbf p}^2+2\hbar\mathbf k\cdot\hat{\mathbf p}+\hbar^2k^2$, because $\mathbf k$ is a constant vector. Division by $2m_0$ turns the Schrödinger equation into

$$\left[H_0+\frac{\hbar}{m_0}\mathbf k\cdot\hat{\mathbf p}+\tau\right]u=E\,u,\qquad H_0=\frac{\hat{\mathbf p}^2}{2m_0}+V,\qquad \tau=\frac{\hbar^2k^2}{2m_0}.$$

If the edges lie at another wavevector $\mathbf k_0$, the same equation holds with $\mathbf k$ measured from $\mathbf k_0$ and with $u$ expanded in the Bloch functions at $\mathbf k_0$.

Let $|c\rangle$ and $|v\rangle$ be the normalized conduction and valence edge states. The valence edge is the zero of energy, so $H_0|v\rangle=0$ and $H_0|c\rangle=E_g|c\rangle$. The crystal is assumed to have inversion symmetry, and the edges are assumed to lie at a wavevector that inversion maps onto itself up to a reciprocal lattice vector, such as the zone centre. Each edge state can then be taken with a definite parity. Since $\hat{\mathbf p}$ is odd, its diagonal elements vanish, and there is no energy term linear in $k$. The two states must have opposite parity if they are to be coupled. With $p=\langle c|\hat p_x|v\rangle$ and $\mathbf k$ along $x$, the Hamiltonian restricted to these two states is

$$H=\begin{pmatrix}E_g+\tau & \hbar kp/m_0\\ \hbar kp^*/m_0&\tau\end{pmatrix}.$$

It is convenient to measure the coupling by an energy,

$$E_P=\frac{2|p|^2}{m_0},\qquad \left|\frac{\hbar kp}{m_0}\right|^2=\frac{\hbar^2k^2}{2m_0}\,\frac{2|p|^2}{m_0}=E_P\,\tau .$$

Set $\lambda=E-\tau$. The determinant condition is $(E_g-\lambda)(-\lambda)-E_P\tau=0$, or $\lambda^2-E_g\lambda-E_P\tau=0$. The upper root belongs to the conduction band:

$$E_c(k)=\tau+\frac{E_g}{2}+\sqrt{\frac{E_g^2}{4}+E_P\tau}.$$

Near the edge, where $E_P\tau\ll E_g^2$, take $E_g/2$ out of the root and put $y=4E_P\tau/E_g^2$. From $\sqrt{1+y}=1+y/2-y^2/8+\dots$ it follows that

$$E_c=E_g+\tau\left(1+\frac{E_P}{E_g}\right)-\frac{E_P^2\tau^2}{E_g^3}+\dots$$

The mass is defined by the quadratic term, $\hbar^2k^2/2m^*=\tau\,m_0/m^*$. Comparison gives

$$\boxed{\frac{m_0}{m^*}=1+\frac{E_P}{E_g}},\qquad \frac{m^*}{m_0}=\frac{E_g}{E_g+E_P}.$$

The undetermined number is thus $c=2$, and its sign is positive. The two levels repel each other, and the repulsion grows as $k^2$ near the edge. The conduction band is pushed upward, its curvature increases, and the electron is lighter than a free one. A larger gap puts a larger energy denominator under the repulsion and so removes part of the extra curvature.

The velocity gives a second view of the same result. To first order in $k$, the conduction state acquires a valence component with amplitude

$$\alpha=\frac{\hbar kp^*}{m_0E_g},$$

which is the matrix element $\langle v|H|c\rangle$ divided by the energy difference $E_g-0$. The physical momentum in the state $|c\rangle+\alpha|v\rangle$ is, to this order,

$$\langle\hat p_x+\hbar k\rangle=\hbar k+\alpha p+\alpha^*p^*=\hbar k\left(1+\frac{2|p|^2}{m_0E_g}\right)=\hbar k\,\frac{m_0}{m^*}.$$

Division by $m_0$ gives the velocity $\hbar k/m^*$. For a given $k$, a small gap allows a large valence admixture and the electron moves fast. A large gap suppresses the admixture and slows it down. The heavier mass is this loss of velocity at fixed $k$.

In a cubic crystal the valence edge can consist of three states $X,Y,Z$ that transform like the coordinates, while the conduction edge $S$ is invariant under rotations. A half-turn about $x$ leaves $S$ and $\hat p_x$ unchanged but reverses $Y$ and $Z$, so $\hat p_x$ couples $S$ to $X$ alone. Threefold rotations make the three elements $\langle S|\hat p_x|X\rangle$, $\langle S|\hat p_y|Y\rangle$ and $\langle S|\hat p_z|Z\rangle$ equal to the same $p$. For a unit vector $\mathbf n$ along $\mathbf k$, the valence combination $n_xX+n_yY+n_zZ$ has the coupling

$$\frac{\hbar k p}{m_0}(n_x^2+n_y^2+n_z^2)=\frac{\hbar kp}{m_0}.$$

A combination with real coefficients $\mathbf t$ perpendicular to $\mathbf n$ has a coupling proportional to $\mathbf n\cdot\mathbf t=0$. The problem again reduces to the two-state matrix, and the conduction mass is the same in every direction. The two uncoupled valence states keep the energy $\tau$, which curves upward. This is not a description of heavy holes, whose curvature requires bands that have been left out here.

The effect of the gap follows most directly from the ratio $E_P/E_g$: within the two-band relation, $m^*$ rises if and only if this ratio falls. At fixed $E_P$ any increase of the gap has that effect. To see how strong it is, and to allow for a changing matrix element, take the logarithm,

$$\ln\frac{m^*}{m_0}=\ln E_g-\ln(E_g+E_P),$$

and define $s=d\ln E_P/d\ln E_g$, so that $dE_P/d\ln E_g=sE_P$. Then

$$\frac{d\ln m^*}{d\ln E_g}=1-\frac{E_g+sE_P}{E_g+E_P}=\frac{(1-s)E_P}{E_g+E_P}=\left(1-\frac{m^*}{m_0}\right)(1-s).$$

The last step uses $E_P/(E_g+E_P)=1-m^*/m_0$. Since $m^*<m_0$ in this model, the sign is decided by $s$. The mass grows with the gap when $s<1$, is stationary when $s=1$, and falls when $s>1$. The matrix element need not be constant; it is enough that $E_P$ grows less than in proportion to the gap. The statement that wide-gap materials have heavier electrons rests on this condition, which has to be established for each family of materials.

Two limits show the range of behaviour at fixed $E_P$. For $E_g\ll E_P$ the mass is $m^*\approx m_0E_g/E_P$, proportional to the gap. When the gap closes altogether, the dispersion becomes $E_c=\tau+\sqrt{E_P\tau}=\tau+\hbar k|p|/m_0$. It is linear at small $k$, with velocity $|p|/m_0$, and a mass defined by curvature at the edge no longer exists. For $E_g\gg E_P$ the mass approaches $m_0$ from below and the logarithmic slope tends to zero. The influence of the gap therefore weakens as the gap widens.

Take the round value $E_P=20$ eV, which corresponds to $|p|/\hbar=11.46\ \mathrm{nm^{-1}}$. For gaps of 1.5, 3.5 and 6 eV,

$$\frac{m_0}{m^*}=1+\frac{20}{1.5}=14.33,\qquad 1+\frac{20}{3.5}=6.714,\qquad 1+\frac{20}{6}=4.333,$$

so that $m^*/m_0=0.0698$, $0.149$ and $0.231$. The gap increases by a factor of 4 and the mass by a factor of 3.31. The growth is less than proportional because the logarithmic slope $1-m^*/m_0$ is below one and declines from 0.930 to 0.851 and then 0.769. If $E_P$ were instead to vary as $E_g^{3/2}$ around the same three points, the factor $1-s=-1/2$ would make the slopes $-0.465$, $-0.426$ and $-0.385$, and the electron would become lighter as the gap widened.

The remaining bands can be restored by second-order perturbation theory. Each edge state $j$ with energy $E_j$ and matrix element $p_{cj}$ shifts the conduction energy by $|\hbar kp_{cj}/m_0|^2/(E_g-E_j)$. Since $\hbar^2k^2/m_0^2=2\tau/m_0$,

$$\frac{m_0}{m^*}=1+\frac{E_P}{E_g}+C,\qquad C=\frac{2}{m_0}\sum_{j\neq c,v}\frac{|p_{cj}|^2}{E_g-E_j}.$$

Bands above the conduction edge have negative denominators; they push it down and make the electron heavier. Bands below it act in the opposite sense. A wider gap now raises a positive mass when $\Delta(E_P/E_g)+\Delta C<0$. If $C$ changes little, the two-band conclusion stands. The smaller $E_P/E_g$ is, the more a change in $C$ matters.

A one-dimensional crystal makes it possible to keep all these bands and to see what fixes the matrix element. Let

$$V(x)=2U\cos Gx=U(e^{iGx}+e^{-iGx}),\qquad G=\frac{2\pi}{a},\qquad U>0,$$

with lattice constant $a$. At the zone edge $k_0=G/2$ the plane waves $e^{\pm iGx/2}$ share the kinetic energy $E_0=\hbar^2(G/2)^2/2m_0$ and are coupled by $U$. To leading order in $U/E_0$ their sum, proportional to $\cos(Gx/2)$, has energy $E_0+U$, and their difference, proportional to $\sin(Gx/2)$, has energy $E_0-U$. The gap is $2U$. Differentiating the sine gives the cosine times $G/2$, so

$$|p|=\frac{\hbar G}{2},\qquad E_P=\frac{2}{m_0}\left(\frac{\hbar G}{2}\right)^2=4E_0 .$$

In this nearly free regime the potential sets the gap, while the lattice constant sets the momentum matrix element. In this model, that separation lets the gap change by a large factor with $E_P$ almost fixed. It belongs to the weak potential and need not carry over to real compounds, where the change of potential that widens the gap can also change $E_P$ substantially at nearly the same lattice constant.

The first correction comes from waves with momenta $\pm3\hbar G/2$, which lie $8E_0$ higher. Both edge states acquire them with amplitude $-\epsilon$, where $\epsilon\approx U/8E_0$: the cosine gains $-\epsilon\cos(3Gx/2)$ and the sine $-\epsilon\sin(3Gx/2)$. In units of $\hbar G/2$, the normalized matrix element becomes

$$\frac{1+3\epsilon^2}{1+\epsilon^2}\approx1+2\epsilon^2,\qquad\text{so}\qquad E_P\approx4E_0(1+4\epsilon^2).$$

The matrix element changes in second order in $U$, whereas the gap changes in first order. The nearest remote state, $\sin(3Gx/2)+\epsilon\sin(Gx/2)$, has a matrix element of magnitude $|\epsilon-3\epsilon|=2\epsilon$ with the conduction state. This gives $C\approx-4E_0(2\epsilon)^2/8E_0=-2\epsilon^2$, also of second order.

For $a=0.3$ nm, $4E_0=16.71$ eV. Diagonalizing the Hamiltonian in 16 plane waves and taking the mass from finite differences of the conduction energy gives, for three strengths of the potential:

| $U$ (eV) | $E_g$ (eV) | $E_P$ (eV) | $m^*/m_0$ |
|---|---|---|---|
| 0.5 | 1.000 | 16.73 | 0.0564 |
| 1.0 | 1.998 | 16.77 | 0.1065 |
| 2.0 | 3.986 | 16.95 | 0.1907 |

The gap grows by a factor of 3.99 while $E_P$ grows by 1.3 %, and the mass grows by a factor of 3.38. At $U=2$ eV the estimate above has $\epsilon=2/33.42=0.060$ and $4\epsilon^2=0.014$, which accounts for the rise of $E_P$ from 16.71 to 16.95 eV. The computed remote term there is $C=-0.0095$, against $-2\epsilon^2=-0.0072$ from the leading-order estimate. Either value is small beside $E_P/E_g=16.95/3.986=4.25$. Without $C$ the mass would be $0.1904\,m_0$, lower than the all-band value by about 0.2 % of the latter. In this range of $U$ the heavier electron is therefore due to the larger denominator $E_g$, with very little contribution from other bands. The conclusion requires $U\ll8E_0$: at $U=16$ eV the same crystal has $E_P=27.9$ eV and $C\approx-1.07$, and its mass of $1.03\,m_0$ is twice the two-band value $0.49\,m_0$.

The same crystal also shows how the rule fails. Reduce the lattice constant to 0.2 nm and take $U=1.5$ eV. Compared with the crystal with $a=0.3$ nm and $U=1$ eV, the gap has risen from 1.998 to 2.999 eV, a factor of 1.50. The shorter period has meanwhile raised $E_P$ from 16.77 to 37.66 eV, a factor of 2.25. The ratio $E_P/E_g$ goes from 8.39 to 12.56, and the mass falls from 0.1065 to 0.0738 of $m_0$, a factor of 0.693. The wider-gap crystal has the lighter electron because its matrix element did not stay nearly constant.

The mass enters carrier statistics through the effective density of states. For a nondegenerate electron gas at temperature $T$, with two spin states and a parabolic isotropic band,

$$N_c=\frac{2}{(2\pi)^3}\int_0^\infty4\pi k^2\,e^{-\hbar^2k^2/2m^*k_BT}\,dk .$$

With $b=\hbar^2/2m^*k_BT$ and $\int_0^\infty k^2e^{-bk^2}dk=\sqrt\pi/4b^{3/2}$, this becomes

$$N_c=2\left(\frac{m^*k_BT}{2\pi\hbar^2}\right)^{3/2}.$$

At 300 K the three model gaps of 1.5, 3.5 and 6 eV with $E_P=20$ eV give $N_c=4.62\times10^{17}$, $1.44\times10^{18}$ and $2.78\times10^{18}\ \mathrm{cm^{-3}}$. The mass ratio of 3.31 between the extremes becomes a ratio of $3.31^{3/2}\approx6.0$ in $N_c$. Since the electron density is $n=N_ce^{(\mu-E_c(0))/k_BT}$, with $\mu$ the chemical potential, an equal density places $\mu$ lower relative to the band edge in the wide-gap case. The difference is $k_BT\ln6.0=0.0259\times1.79\approx0.046$ eV.

These densities assume a parabolic band, and the two-band dispersion itself gives the correction. Write $\gamma=\hbar^2k^2/2m^*=\tau m_0/m^*$. Since $(E_P/E_g)(m^*/m_0)=1-m^*/m_0$, the quartic term found earlier is

$$-\frac{E_P^2\tau^2}{E_g^3}=-\left(1-\frac{m^*}{m_0}\right)^2\frac{\gamma^2}{E_g}.$$

It lowers the energy at given $k$ and so raises the Boltzmann factor, to first order, by the relative amount $(1-m^*/m_0)^2\gamma^2/(E_gk_BT)$. With $x=\gamma/k_BT$ the parabolic weight is $x^{1/2}e^{-x}$, for which the mean of $x^2$ is $\Gamma(7/2)/\Gamma(3/2)=(5/2)(3/2)=15/4$. Hence

$$\frac{N_c^{\rm full}}{N_c}\approx1+\frac{15}{4}\left(1-\frac{m^*}{m_0}\right)^2\frac{k_BT}{E_g}.$$

For the 1.5 eV gap this is $1+3.75\times0.865\times0.02585/1.5=1.056$, and numerical integration over the full dispersion also gives 1.056. For the 6 eV gap the increase is about 1 %. At fixed $E_P$, a wider gap makes the band heavier and, for thermal electrons, more nearly parabolic.

Electrons heated by a strong field are a different matter. At $\gamma=1$ eV in the 3.5 eV model, the quartic term has the magnitude $0.851^2\times1/3.5\approx0.21$ eV, a fifth of $\gamma$. Higher terms are then no longer negligible either: the closed two-band dispersion lies about 0.14 eV below the parabola. The edge mass alone no longer describes the motion. The relation also concerns the conduction minimum at the wavevector of the direct gap. If the lowest minimum lies elsewhere in the zone, the electrons that fill it have a mass set by the energy separations and matrix elements at that other point.
